Why Detaching a Kink Atom Costs the Bulk Cohesive Energy

**Definitions and conventions**

The crystal is a set of occupied sites on a simple-cubic lattice with spacing a. Each pair of occupied nearest-neighbour sites forms one bond and contributes −φ to the energy, with φ > 0. There are no other interactions, and the atoms do not relax. For N atoms joined by B bonds,

E = −φB.

The zero of energy is a set of separate atoms at rest in the vapour. An exposed face is a side of an atom that meets an empty site, and D is the number of such faces, including those around internal voids. The surface energy is the excess of E over the energy of N atoms in an infinite crystal.

A kink is the end of an unfinished row of atoms along a step. The atom there has three neighbours: one behind it in the row, one beside it in the completed part of the layer, and one below. An adatom sits alone on a terrace and has one neighbour. An atom in a straight step edge has four, and an atom in a flat terrace has five.

The detachment energy is the energy needed to take an atom from its site to rest in the vapour. No barrier is added on top of this difference. "Surface energy unchanged" refers to the crystal left behind, without the detached atom.

**Splitting the energy into bulk and surface**

Every atom has six sides, so N atoms have 6N sides. A side meets either another atom or an empty site. Each bond uses two sides, one from each partner, and each exposed face uses one. Therefore

6N = 2B + D.

Solving for B gives

B = 3N − D/2,

and inserting this into E = −φB gives

E = −3φN + (φ/2)D.

In an infinite crystal D = 0, so the energy per atom is −3φ and the cohesive energy per atom is 3φ. An atom has six bonds, but each is shared between two atoms, which leaves three per atom. The second term is the surface energy. Its coefficient also follows from cleavage: cutting one bond costs φ and exposes two faces, hence φ/2 per face. On a flat cube face, where each atom exposes an area a², the surface energy per area is

γ = φ/(2a²).

The split holds for any shape. In this model edges and corners carry no energy beyond that of their exposed faces.

**What happens when an atom leaves**

Let the departing atom have n neighbours. It has 6 − n exposed faces, and these vanish with it. Each of its n neighbours gains one exposed face where the bond was. The change in the number of faces is

ΔD = n − (6 − n) = 2n − 6.

The crystal also loses one atom, ΔN = −1. The energy change is

ΔE = −3φΔN + (φ/2)ΔD
= 3φ + (φ/2)(2n − 6)
= 3φ + (n − 3)φ
= nφ.

The last line is what direct bond counting gives. The line before it shows where the energy goes: 3φ pays for taking one atom out of the bulk account, and (n − 3)φ is the change in surface energy. The surface term vanishes for n = 3 and for no other n. At a kink three old faces disappear and three new ones open, so the whole cost is the cohesive energy.

The other sites show both signs. Removing an adatom deletes five faces and opens one, so the surface energy falls by 2φ and the cost is φ. Removing a terrace atom deletes one face and opens five, so the surface energy rises by 2φ and the cost is 5φ. An atom deep inside the crystal has n = 6 and costs 6φ. If it is then put back at a kink, 3φ is recovered, so a vacancy costs 3φ in this model.

An unchanged surface energy does not mean that removal is free. If the detached atom is counted as a crystal of one atom, the total N is unchanged and the total number of faces rises by six. The cost is then entirely surface energy, 6(φ/2) = 3φ. The two accounts differ in where the boundary of the system is drawn and agree on the energy.

**Why the kink is more than a site with three neighbours**

The corner atom of a cube also has three neighbours, and its removal also costs 3φ. The kink differs in what it leaves behind: another kink, one site further back along the row.

The surroundings of the affected atoms show this. Before removal, the kink atom has 3 neighbours, the atom behind it in the row 4, the atom beside it 5 and the atom below it 6. After removal, the last three have 3, 4 and 5. The set {3, 4, 5, 6} has become {3, 4, 5}, so the net loss is one atom with six neighbours, a bulk atom. At the corner, the atom itself has 3 neighbours and the three atoms next to it have 4 each. Afterwards those three have 3 each. The set {3, 4, 4, 4} has become {3, 3, 3}, which is not the loss of a bulk atom.

Now suppose that each atom's energy is some function f(n) of its number of neighbours, not necessarily linear. Removing the kink atom changes the crystal energy by

ΔE = [f(3) + f(4) + f(5)] − [f(3) + f(4) + f(5) + f(6)] = −f(6),

which is the cohesive energy, whatever f is. For the corner,

ΔE = 3f(3) − [f(3) + 3f(4)] = 2f(3) − 3f(4).

With f(n) = −nφ/2 this is −3φ + 6φ = 3φ, but for a general f it differs from −f(6). The equality at a corner thus depends on the bonding law, needing 2f(3) − 3f(4) = −f(6) as nearest-neighbour pair bonds provide, while at a kink it follows from the geometry, which repeats with the net loss of one bulk atom. Repetition alone is not enough. Once the corner is gone, the end of the cube's edge row is a three-neighbour site that also repeats, but its surroundings go from {3, 4, 5, 5} to {3, 4, 4}. Its cost is f(4) − 2f(5), which is 1.97 eV instead of 1.95 eV for the square-root law introduced below.

The same reasoning covers longer interactions of finite range. Moving the kink back by one site replaces a slice of crystal in which the step includes the extra row by a slice in which it does not. The two slices have the same step profile, displaced by one row, and differ by one bulk atom. For pair bonds this requires the kink to be further from other kinks, steps, adatoms and crystal edges than the interaction reaches. For a many-body law the clearance is up to twice the range, because removal changes the energies of the neighbours, which depend on their own surroundings. With the square-root law introduced below, an adatom resting on the atom beside the kink, √2·a away, lowers the kink cost from 1.95 to 1.93 eV. Without this clearance the environment is not reproduced and a correction can remain.

**Rows and crystals of finite size**

The kink step cannot repeat for ever, because rows end. Consider a straight step whose row contains M atoms and closes on itself, as in a simulation cell with periodic boundaries. The first atom removed has n = 4 and costs 4φ; it opens a gap with a kink on each side. The next M − 2 atoms are kink atoms at 3φ each. The last atom has neighbours below and beside it but none in the row, so n = 2. The total is

4φ + (M − 2)·3φ + 2φ = 3Mφ.

The opening of the row adds two faces and its end removes two. The average is 3φ per atom, but the first removal needs an extra φ. A shortage of kinks can therefore slow removal although the total energy of removing the row is unchanged.

A cube with L atoms along each side shows the other limit, in which the surface finally disappears. Remove it row by row, starting each row at its end. The cube has L²(L − 1) bonds along each of three directions, so the mean cost per atom is

3φL²(L − 1)/L³ = 3φ(1 − 1/L).

An atom has three bonds left when its turn comes unless it lies in the last-removed position along at least one direction. The fraction of three-bond removals is therefore (1 − 1/L)³. The remaining atoms have fewer bonds, and their removal lowers the surface energy. Summed over the cube, the saving is

3φL³ − 3φL²(L − 1) = 3φL² = (φ/2)·6L²,

which is the surface energy of the original 6L² faces. For large L the mean approaches the kink value; for L = 1 it is zero, since a single atom has no bonds to cut.

**Consequence for lattice Monte Carlo**

In a common rate model an atom with n neighbours detaches at the rate

k₋(n) = ν exp(−nφ/kT),

where ν is an attempt rate, T the temperature and k the Boltzmann constant. Atoms attach at a rate k₊ per site that does not depend on the site. The balance between crystal and vapour then fixes k₊.

Let state S contain the atom and state S′ lack it. At coexistence the weight of a state should depend on its surface energy and not on the amount of crystal, so take

W = exp[−φD/(2kT)].

Since D(S′) − D(S) = 2n − 6, the ratio of weights is

W(S)/W(S′) = exp[(n − 3)φ/kT].

Detailed balance requires the flow from S to S′ to equal the reverse flow:

W(S) k₋(n) = W(S′) k₊.

Solving for k₊,

k₊ = exp[(n − 3)φ/kT] · ν exp(−nφ/kT) = ν exp(−3φ/kT).

The neighbour number n cancels, so one attachment rate balances every site, and it equals the kink detachment rate. Adding a complete layer to a periodic surface leaves D, and hence W, unchanged. For a surface without overhangs there is then no preference for a thicker or thinner crystal, and the mean growth rate is zero. The argument is not exact if the crystal can hold vacancies while the vapour sites stay empty, because each layer then gains entropy. The logarithm of its weight rises by about exp(−3φ/kT) per site at low temperature. On a 3 × 3 cross-section the rise is 0.003 at φ/kT = 2 and about 0.08 at φ/kT = 1, and it is negligible at the φ/kT = 13.7 of the example below. A larger k₊ favours growth and a smaller one favours removal.

This was tested on 2000 periodic surfaces of 6 × 6 columns without overhangs, at φ/kT = 1, where the surface is thermally rough and steps and kinks are plentiful, with an initial settling period discarded. At k₊ = ν exp(−3) the net growth per attached atom was −0.0011 ± 0.0010, consistent with zero. At ν exp(−2.5) it was +0.290 ± 0.001, and at ν exp(−3.5) it was −0.392 ± 0.002. A larger cell and a longer settling period can move these two values by about 0.01, so only two digits are significant.

These last two values also show that the surface responds to the drive. Had the mean detachment rate stayed at its equilibrium value, they would have been 1 − exp(−0.5) = 0.39 and 1 − exp(0.5) = −0.65. The measured ratios of detachment to attachment, 0.710 and 1.392, imply mean detachment rates of 0.710·exp(0.5) = 1.17 and 1.392·exp(−0.5) = 0.84 times the equilibrium value. The equilibrium rate locates the point of zero growth; it does not by itself give the growth rate away from that point.

**How large the energies and rates are**

Take φ = 0.65 eV, a = 0.30 nm, T = 550 K and ν = 10¹³ s⁻¹. The cohesive energy is 3 × 0.65 = 1.95 eV per atom. The energy per face is 0.325 eV, and the surface energy is 0.325/0.30² = 3.61 eV/nm², or 0.58 J/m².

With kT = 0.0474 eV, the detachment energies and rates are:

- adatom: 0.65 eV, 1.1 × 10⁷ s⁻¹
- kink: 1.95 eV, 1.4 × 10⁻⁵ s⁻¹
- step edge: 2.60 eV, 1.5 × 10⁻¹¹ s⁻¹
- terrace: 3.25 eV, 1.7 × 10⁻¹⁷ s⁻¹

Each further bond lowers the rate by exp(0.65/0.0474), about a factor of 10⁶. The kink rate is also the equilibrium attachment rate per site. Over 3600 s it amounts to 0.049 layers, so the balancing deposition rate is 0.049 × 0.30 = 0.015 nm/h.

An atom can also leave in two stages. Moving it from a kink to an isolated terrace site reduces its bonds from three to one and costs 2φ = 1.30 eV. Desorption from there costs φ = 0.65 eV, and the sum is again 1.95 eV. At equilibrium the adatom coverage, small enough for adatoms not to interact, is

exp(−1.30/0.0474) = 1.2 × 10⁻¹² per site.

Multiplied by the adatom desorption rate this gives 1.4 × 10⁻⁵ s⁻¹ per terrace site, the same as the rate per kink. Each site along a step carries the same equilibrium flux, through atoms with two neighbours. Where terrace sites greatly outnumber step and kink sites and adatoms stay at their equilibrium coverage, most atoms therefore leave through the adatom state. The kink energy still sets the temperature dependence, although few atoms jump directly from a kink into the vapour.

For a cube with L = 20, which is 6.0 nm wide, 86% of the row-by-row removals cut three bonds. The mean cost is 1.95 × 0.95 = 1.85 eV, which is 5% below the bulk value. The total saving, 8000 × 0.0975 eV = 780 eV, equals the surface energy of the 2400 original faces.

**What the model leaves out**

Add a second-neighbour bond of 0.1φ = 0.065 eV. A bulk atom has twelve second neighbours, each bond shared by two atoms, so the cohesive energy rises by 6 × 0.065 = 0.39 eV to 2.34 eV. A kink atom has six second neighbours, and its detachment energy rises to the same 2.34 eV. The corner atom has three and reaches 2.145 eV.

Next replace pair bonds by a simple many-body law with the same cohesive energy,

f(n) = −3φ √(n/6).

The kink cost stays at 1.95 eV. The corner cost becomes 2.02 eV, the step-edge cost 2.38 eV and the terrace cost 2.70 eV. The adatom changes most in relative terms. Its removal turns surroundings {1, 6} into {5}, so the cost is

3φ[√(1/6) + 1 − √(5/6)] = 0.97 eV

instead of 0.65 eV. At 550 K and fixed ν this lowers the adatom desorption rate by a factor of about 800. The equilibrium attachment rate does not change, because the energy between kink and vapour is the same.

Thermal motion shifts the energies as well. In the classical harmonic limit each atom of the solid carries 3kT of vibrational energy, and an atom in the vapour carries 3kT/2 of kinetic energy. Detachment at temperature T then takes 3kT/2 = 0.071 eV less than at rest, 3.6% of the cohesive energy. In this limit the shift is the same for every site, so kink and bulk remain equal. It is a shift in energy and should not be inserted into the rate formula as a lower barrier, because the vapour's entropy changes the prefactor at the same time.

**Comparison with a real metal**

The parameters are of the size found for lead, whose cohesive energy is about 2 eV per atom and which melts near 600 K. Lead is face-centred cubic with twelve nearest neighbours, so the simple-cubic model borrows its energy scale and does not describe its surfaces. In a pair-bond model of that lattice a kink atom has six bonds, again half the bulk number. The least secure assumption for a metal is that bonds add independently. The many-body estimate leaves the kink energy in place but raises the adatom energy by about half. It also lowers the vacancy energy from 1.95 eV to 6[f(5) − f(6)] = 1.02 eV and the flat-face surface energy from 0.58 to 0.30 J/m². The measured vacancy energy of lead is lower still, roughly 0.5 to 0.6 eV, so a φ fitted to cohesion should not be used for vacancies. The attempt rate is also a rough value: an error of a factor of ten in ν changes the rates tenfold, as much as an energy error of kT ln 10 = 0.11 eV. The figure of 0.015 nm/h is therefore an order of magnitude for the model, not a prediction for lead.

In atomic layer deposition and etching, atoms usually arrive or leave as parts of molecules, and the surface carries reaction products. The cost of removal then includes the energies of forming and breaking those molecules, and 3φ alone is not the barrier. The repeat argument still applies to the energy balance if a reaction step restores the same kink with the same coverage. The net energy is then that of converting one bulk unit and the reagents into the products. The reaction barrier must be found separately.

**What to do in practice**

For a simple-cubic pair-bond model of exchange with a vapour, set φ to one third of the cohesive energy. This places the kink, and with it the point of zero growth, at the right energy. Fitting φ to adatom desorption can fail badly. If the many-body law above were the true one, the fit would give φ = 0.966 eV and a kink energy of 2.90 eV. The excess of 0.95 eV would lower the equilibrium rate at 550 K by a factor of exp(20), about 5 × 10⁸.

If adatom or step-edge rates matter, give those sites their own energies instead of forcing one φ on all of them. Define the energies through the total energy of each configuration, so that every route between the same two states costs the same net amount. With a site-independent attachment rate and detachment rates that follow these energy differences, set k₊ to the kink detachment rate and confirm that the mean growth vanishes within its statistical error and changes sign when k₊ is raised or lowered. The check is meaningful only where the surface responds to a small drive. A rough surface does, and so does a smooth one not far from roughening: at φ/kT = 2, a k₊ wrong by a factor exp(±0.5) gives a gain of about 0.09 and a loss of a few hundredths per attached atom on a flat 8 × 8 cell. Permanent steps help only if they carry kinks. At φ/kT = 13.7 a small cell with straight steps shows no growth for the same error, because kinks must form first. On a small flat, step-free cell at φ/kT = 3, a k₊ that is wrong by a factor exp(±0.5) still gives no measurable growth over tens of monolayers of attachment, because new layers nucleate too rarely, and at the φ/kT = 13.7 of the example this blind range is far wider. Use a surface large enough to isolate a kink when computing its energy with longer-range or many-body bonding; a corner atom is not a substitute. The numerical output lists the costs at all five sites for nearest-neighbour pair bonds and for the many-body law, and at the kink and corner for second-neighbour bonding.

Computed results

```
bond energy phi = 0.65 eV
lattice spacing a = 0.30 nm
temperature = 550 K, kT = 0.04740 eV
attempt rate = 1.0e+13 1/s
phi/kT in the example = 13.71
bulk cohesive energy = 1.950 eV per atom
energy per exposed face = 0.325 eV
surface energy = 3.611 eV/nm2 = 0.579 J/m2
single removals tested in random clusters = 673
site: neighbours, change in faces, surface change eV, cost eV
  adatom: 1, -4, -1.300, 0.650
  kink: 3, +0, +0.000, 1.950
  step edge: 4, +2, +0.650, 2.600
  terrace: 5, +4, +1.300, 3.250
  corner: 3, +0, +0.000, 1.950
extra faces if detached atom is counted = 6
kink to terrace adatom = 1.300 eV
detachment rates, 1/s
  adatom: 1.106e+07
  kink: 1.354e-05
  step edge: 1.498e-11
  terrace: 1.658e-17
equilibrium adatom coverage = 1.224e-12
coverage x adatom rate = 1.354e-05 1/s
equilibrium deposition = 0.0488 layers/h = 0.0146 nm/h
environment classes changed: kink 1, corner 5
second-neighbour bond = 0.065 eV
  cohesive energy = 2.340 eV
  kink cost = 2.340 eV
  corner cost = 2.145 eV
many-body bonding: cohesive energy = 1.950 eV
  kink cost = 1.950 eV
  corner cost = 2.019 eV
  adatom cost = 0.966 eV
  step edge cost = 2.377 eV
  terrace cost = 2.702 eV
thermal energy correction -3kT/2 = -0.071 eV (3.6 % of cohesion)
cube: L = 20 atoms, side = 6.0 nm
  share of three-bond removals = 0.8574
  mean removal cost = 1.8525 eV
  initial surface energy = 780.0 eV
Monte Carlo at phi/kT = 1: net growth per attached atom
  attachment exp(-2.5): +0.2902 +- 0.0013 (364 attachments/copy)
  attachment exp(-3.0): -0.0011 +- 0.0010 (715 attachments/copy)
  attachment exp(-3.5): -0.3918 +- 0.0024 (151 attachments/copy)
```
